# Marcus activation energy for equally curved parabolas and its one-quarter rule: a program that tests the result

```python
"""Marcus activation free energy for two equally curved parabolas.

Result under test: barrier = (lam + dG)**2 / (4*lam), equal to lam/4 at dG = 0.
Reactant curve: k*q**2/2.  Product curve: k*(q - d)**2/2 + dG.
q: dimensionless nuclear coordinate; k: force constant (eV);
d: distance between the minima; dG: driving force (eV), negative if downhill;
lam: reorganisation energy (eV), the reactant curve's rise from q = 0 to q = d.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

force_constant = 0.10
displacement = 4.0
temperature = 298.15
thermal_energy = constants.k * temperature / constants.e
ev_to_kj_mol = constants.e * constants.N_A / 1000.0


def reactant(q):
    return 0.5 * force_constant * q**2


def product(q, dG, d=displacement, k=force_constant):
    return 0.5 * k * (q - d)**2 + dG


def find_crossing(dG, d=displacement):
    """Locate the crossing numerically, without the derived formula."""
    return brentq(lambda q: product(q, dG, d) - reactant(q),
                  -50.0, 50.0, xtol=1e-13)


def numerical_barrier(dG, d=displacement):
    return reactant(find_crossing(dG, d)) - reactant(0.0)


def marcus_barrier(dG, lam):
    return (lam + dG)**2 / (4.0 * lam)


lam = reactant(displacement) - reactant(0.0)
driving_forces = [0.0, -0.20, 0.20, -0.80, -1.20]

# Equal curvature makes the gap between the curves a straight line.
q_line = np.linspace(-10.0, 10.0, 201)
gap = product(q_line, -0.20) - reactant(q_line)
assert np.max(np.abs(np.diff(gap, 2))) < 1e-12

# Barrier, crossing position and reverse barrier for several displacements.
for d in (2.0, 4.0, 6.0):
    lam_d = reactant(d) - reactant(0.0)
    assert abs(numerical_barrier(0.0, d) / lam_d - 0.25) < 1e-10
    for dG in driving_forces:
        q_cross = find_crossing(dG, d)
        reverse = product(q_cross, dG, d) - product(d, dG, d)
        assert abs(q_cross - d * (lam_d + dG) / (2 * lam_d)) < 1e-10
        assert abs(numerical_barrier(dG, d)
                   - marcus_barrier(dG, lam_d)) < 1e-10
        assert abs(reverse - (lam_d - dG)**2 / (4 * lam_d)) < 1e-10

# Between the minima, the top of the lower curve must be the barrier.
# The tolerance allows for the grid spacing of 1e-5 at the cusp.
q_path = np.linspace(0.0, displacement, 400001)
path_tops = {}
for dG in (0.0, -0.20, 0.20):
    lower_curve = np.minimum(reactant(q_path), product(q_path, dG))
    path_tops[dG] = lower_curve.max()
    assert abs(path_tops[dG] - marcus_barrier(dG, lam)) < 1e-5

# Transfer coefficient from finite differences of the numerical barrier.
step = 1e-4
slopes = {}
for dG in driving_forces:
    slopes[dG] = (numerical_barrier(dG + step)
                  - numerical_barrier(dG - step)) / (2 * step)
    assert abs(slopes[dG] - 0.5 * (1 + dG / lam)) < 1e-7
    assert abs(slopes[dG] - find_crossing(dG) / displacement) < 1e-7
assert find_crossing(-1.20) < 0.0
assert numerical_barrier(-1.20) > numerical_barrier(-0.80)

# Electrode continuum: level energy is measured from the Fermi level.
level = np.linspace(-5.0, 5.0, 20001)
level_spacing = level[1] - level[0]


def level_contributions(dG):
    occupation = expit(-level / thermal_energy)
    return occupation * np.exp(-marcus_barrier(dG - level, lam)
                               / thermal_energy)


at_zero = level_contributions(0.0)
peak_level = level[np.argmax(at_zero)]
symmetric_form = (np.exp(-lam / (4 * thermal_energy))
                  * np.exp(-level**2 / (4 * lam * thermal_energy))
                  / (2 * np.cosh(level / (2 * thermal_energy))))
assert np.max(np.abs(at_zero - symmetric_form)) < 1e-10 * at_zero.max()
assert abs(peak_level) < level_spacing
scan = np.linspace(0.4, -1.6, 41)
total_rates = np.array([level_contributions(x).sum() for x in scan])
assert np.all(np.diff(total_rates) > 0.0)
continuum_ratio = (level_contributions(-1.20).sum()
                   / level_contributions(-0.80).sum())
single_ratio = np.exp(-(numerical_barrier(-1.20)
                        - numerical_barrier(-0.80)) / thermal_energy)
assert single_ratio < 1.0 < continuum_ratio

# Unequal curvature: the product force constant is doubled.
q_unequal = brentq(lambda q: product(q, 0.0, k=2 * force_constant)
                   - reactant(q), 0.0, displacement)
unequal_barrier = reactant(q_unequal)
assert abs(unequal_barrier / lam - 0.25) > 0.05

# Finite electronic coupling: lower eigenvalue of the two-state matrix.
coupling = 0.01


def lower_state(q):
    matrix = np.array([[reactant(q), coupling],
                       [coupling, product(q, 0.0)]])
    return np.linalg.eigvalsh(matrix)[0]


well = minimize_scalar(lower_state, bounds=(-1.0, 1.0), method="bounded",
                       options={"xatol": 1e-9})
coupled_barrier = lower_state(displacement / 2) - well.fun
lowering = numerical_barrier(0.0) - coupled_barrier
assert abs(lowering - coupling) < 0.02 * coupling

print(f"force constant k = {force_constant:.2f} eV")
print(f"displacement d = {displacement:.1f} (dimensionless)")
print(f"reorganisation energy = {lam:.4f} eV")
print(f"temperature = {temperature:.2f} K")
print(f"thermal energy kT = {thermal_energy:.6f} eV")
for dG in driving_forces:
    q_cross = find_crossing(dG)
    barrier = numerical_barrier(dG)
    reverse = product(q_cross, dG) - product(displacement, dG)
    print(f"driving force = {dG:+.2f} eV:")
    print(f"  crossing q = {q_cross + 0.0:.4f} (dimensionless)")
    print(f"  forward barrier = {barrier:.4f} eV")
    print(f"  reverse barrier = {reverse:.4f} eV")
    print(f"  transfer coefficient = {abs(slopes[dG]) if abs(slopes[dG]) < 1e-7 else slopes[dG]:.4f}")
    print(f"  Boltzmann factor = {np.exp(-barrier / thermal_energy):.4e}")
symmetric_barrier = numerical_barrier(0.0)
speedup = np.exp((symmetric_barrier - numerical_barrier(-0.20))
                 / thermal_energy)
print(f"zero-drive barrier / lam = {symmetric_barrier / lam:.6f}")
print(f"zero-drive barrier = {symmetric_barrier * ev_to_kj_mol:.2f} kJ/mol")
print(f"top of lower curve, dG = 0: {path_tops[0.0]:.4f} eV")
print(f"top of lower curve, dG = -0.20 eV: {path_tops[-0.20]:.4f} eV")
print(f"Boltzmann factor ratio, dG -0.20 eV to 0: {speedup:.2f}")
print(f"peak level at dG = 0: {abs(peak_level):.4f} eV from Fermi level")
print(f"single-level rate ratio, dG -1.20 to -0.80 eV: {single_ratio:.4f}")
print(f"continuum rate ratio, dG -1.20 to -0.80 eV: {continuum_ratio:.4f}")
print(f"doubled product curvature: crossing q = {q_unequal:.4f}")
print(f"doubled product curvature: barrier = {unequal_barrier:.4f} eV")
print(f"doubled curvature: barrier / lam = {unequal_barrier / lam:.4f}")
print(f"electronic coupling = {coupling:.4f} eV")
print(f"barrier with coupling = {coupled_barrier:.6f} eV")
print(f"lowering by coupling = {lowering:.6f} eV")
print("tests ok")
```

Running it gives:

```
force constant k = 0.10 eV
displacement d = 4.0 (dimensionless)
reorganisation energy = 0.8000 eV
temperature = 298.15 K
thermal energy kT = 0.025693 eV
driving force = +0.00 eV:
  crossing q = 2.0000 (dimensionless)
  forward barrier = 0.2000 eV
  reverse barrier = 0.2000 eV
  transfer coefficient = 0.5000
  Boltzmann factor = 4.1620e-04
driving force = -0.20 eV:
  crossing q = 1.5000 (dimensionless)
  forward barrier = 0.1125 eV
  reverse barrier = 0.3125 eV
  transfer coefficient = 0.3750
  Boltzmann factor = 1.2542e-02
driving force = +0.20 eV:
  crossing q = 2.5000 (dimensionless)
  forward barrier = 0.3125 eV
  reverse barrier = 0.1125 eV
  transfer coefficient = 0.6250
  Boltzmann factor = 5.2198e-06
driving force = -0.80 eV:
  crossing q = 0.0000 (dimensionless)
  forward barrier = 0.0000 eV
  reverse barrier = 0.8000 eV
  transfer coefficient = 0.0000
  Boltzmann factor = 1.0000e+00
driving force = -1.20 eV:
  crossing q = -1.0000 (dimensionless)
  forward barrier = 0.0500 eV
  reverse barrier = 1.2500 eV
  transfer coefficient = -0.2500
  Boltzmann factor = 1.4283e-01
zero-drive barrier / lam = 0.250000
zero-drive barrier = 19.30 kJ/mol
top of lower curve, dG = 0: 0.2000 eV
top of lower curve, dG = -0.20 eV: 0.1125 eV
Boltzmann factor ratio, dG -0.20 eV to 0: 30.13
peak level at dG = 0: 0.0000 eV from Fermi level
single-level rate ratio, dG -1.20 to -0.80 eV: 0.1428
continuum rate ratio, dG -1.20 to -0.80 eV: 1.9455
doubled product curvature: crossing q = 2.3431
doubled product curvature: barrier = 0.2745 eV
doubled curvature: barrier / lam = 0.3431
electronic coupling = 0.0100 eV
barrier with coupling = 0.190125 eV
lowering by coupling = 0.009875 eV
tests ok
```
